**Perimeter law for heat conduction in wires with diffuse walls**

The program tests the law k/k0 = 1 − (3/16) L P/A + remainder, where k is the axial conductivity, k0 its bulk value, L the free path, P the wall perimeter and A the cross-sectional area. It asserts that a full random walk in a round wire agrees with the law plus its cubic term within 0.03; the output shows 0.809 against 0.818 at L equal to half the radius. For a smooth nonconvex section, an average over area and directions gives a reduction of 0.04105, against 0.04109 from the linear law. Further assertions cover the cubic remainder of smooth walls, the quadratic corner terms of a square and a triangle, and the factor for partly specular film walls. A random walk through reflecting planes gives 0.654, against 0.667 from the series-resistance estimate used for grain boundaries. For a rounded copper line of 500 nm by 900 nm with rough typical inputs, the wall reduction is 4.0 % and the conductivity 384 W/(m K). The program also prints the sizes of neglected effects, of which grain boundaries are the largest at 3.9 %.

## Verification by program

```python
"""
Result under test: a long wire with diffuse walls and one carrier free path L has
    k/k0 = 1 - (3/16) L P/A + remainder,   remainder >= 0,
with k the axial conductivity, k0 its bulk value, P the wall perimeter and
A the area of the cross-section. The remainder starts as
    smooth wall : 3 L^3/(128 A) * integral of curvature^2 over convex wall
    sharp corner: L^2/(5 pi A) * sum of [1 + (pi-g) cot g], g = interior angle.
"Deficit" means 1 - k/k0. Test shapes use dimensionless lengths.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import qmc

pi = np.pi
rng = np.random.default_rng(12345)

# Polar-angle integrals, tabulated against u = in-plane distance / free path
nodes, weights = np.polynomial.legendre.leggauss(64)
theta = (nodes + 1) * pi / 4
w_theta = weights * pi / 4
sin_t, cos_t = np.sin(theta), np.cos(theta)
u_table = np.linspace(0, 50, 50001)
attenuation = np.exp(-u_table[:, None] / sin_t)
point_table = attenuation @ (3 * w_theta * sin_t * cos_t**2)
chord_table = attenuation @ (2 * w_theta * sin_t**2 * cos_t**2)
del attenuation


def cross(a, b):
    return a[..., 0] * b[..., 1] - a[..., 1] * b[..., 0]


def wall_distance(points, angles, vertices):
    """Distance from each point to the first wall along its direction."""
    edges = np.roll(vertices, -1, axis=0) - vertices
    result = np.empty(len(points))
    chunk = max(1, 1000000 // len(vertices))
    for first in range(0, len(points), chunk):
        part = slice(first, first + chunk)
        ray = np.stack([np.cos(angles[part]), np.sin(angles[part])], axis=1)
        offset = vertices[None] - points[part, None]
        with np.errstate(divide="ignore", invalid="ignore"):
            det = cross(ray[:, None], edges[None])
            along_ray = cross(offset, edges[None]) / det
            along_edge = cross(offset, ray[:, None]) / det
        valid = (along_edge >= 0) & (along_edge <= 1) & (along_ray > 0)
        nearest = np.where(valid, along_ray, np.inf).min(axis=1)
        result[part] = np.where(np.isfinite(nearest), nearest, 0)
    return result


def area_deficit(distance, path, area_weight=None):
    """Deficit from the definition: average over area and directions."""
    values = np.interp(distance / path, u_table, point_table)
    return np.average(values, weights=area_weight)


def short_chord_remainder(xy, tangent, ds, area, path, reach):
    """Remainder from all pairs of wall points up to reach mesh steps apart."""
    total = 0.0
    for shift in range(1, reach + 1):
        chord = np.roll(xy, -shift, axis=0) - xy
        length = np.hypot(chord[:, 0], chord[:, 1])
        sine_start = cross(tangent, chord) / length
        sine_end = cross(np.roll(tangent, -shift, axis=0), -chord) / length
        inside = (sine_start > 0) & (sine_end > 0)
        kernel = np.interp(length / path, u_table, chord_table)
        term = sine_start * sine_end / length * kernel * ds * np.roll(ds, -shift)
        total += term[inside].sum()
    return 2 * 3 * path / (4 * pi * area) * total


def linear_law(path, perimeter, area):
    return 3 * path * perimeter / (16 * area)


# --- Full random walk in a round wire of radius 1, with wall re-emission
def round_wire_walk(path, walkers=40000, free_paths=300):
    radius = np.sqrt(rng.random(walkers))
    x, y, z = radius.copy(), np.zeros(walkers), np.zeros(walkers)
    dz = 2 * rng.random(walkers) - 1
    azimuth = 2 * pi * rng.random(walkers)
    dx = np.sqrt(1 - dz**2) * np.cos(azimuth)
    dy = np.sqrt(1 - dz**2) * np.sin(azimuth)
    total = free_paths * path
    left = np.full(walkers, float(total))
    while left.max() > 0:
        b = x * dx + y * dy
        t2 = np.maximum(dx**2 + dy**2, 1e-14)
        root = np.sqrt(np.maximum(b**2 + t2 * (1 - x**2 - y**2), 0))
        to_wall = np.maximum((root - b) / t2, 0)
        flight = rng.exponential(path, walkers)
        step = np.minimum(np.minimum(flight, to_wall), left)
        x += step * dx
        y += step * dy
        z += step * dz
        left -= step
        hit = to_wall <= flight
        azimuth = 2 * pi * rng.random(walkers)
        uniform = rng.random(walkers)
        dz = 2 * uniform - 1
        planar = np.sqrt(1 - dz**2)
        dx, dy = planar * np.cos(azimuth), planar * np.sin(azimuth)
        norm = np.hypot(x[hit], y[hit])
        nx, ny = x[hit] / norm, y[hit] / norm
        inward = np.sqrt(uniform[hit])
        side = np.sqrt(1 - uniform[hit])
        sideways = side * np.cos(azimuth[hit])
        dx[hit] = -inward * nx - sideways * ny
        dy[hit] = -inward * ny + sideways * nx
        dz[hit] = side * np.sin(azimuth[hit])
    return 3 * np.mean(z**2) / (2 * path * total)


walk_path = 0.5
walk_ratio = round_wire_walk(walk_path)
round_linear = 1 - linear_law(walk_path, 2 * pi, pi)
round_cubic = round_linear + 3 * walk_path**3 * 2 * pi / (128 * pi)
assert abs(walk_ratio - round_cubic) < 0.03  # four statistical errors plus bias

# --- Smooth nonconvex section r = 1 + 0.25 cos(3 phi)


def three_lobes(count):
    phi = 2 * pi * np.arange(count) / count
    r = 1 + 0.25 * np.cos(3 * phi)
    r1, r2 = -0.75 * np.sin(3 * phi), -2.25 * np.cos(3 * phi)
    speed = np.hypot(r, r1)
    c, s = np.cos(phi), np.sin(phi)
    xy = np.stack([r * c, r * s], axis=1)
    tangent = np.stack([r1 * c - r * s, r1 * s + r * c], axis=1) / speed[:, None]
    ds = speed * 2 * pi / count
    curvature = (r**2 + 2 * r1**2 - r * r2) / speed**3
    return xy, tangent, ds, curvature, pi * np.mean(r**2)


lobe_xy, lobe_tangent, lobe_ds, lobe_curv, lobe_area = three_lobes(3000)
assert lobe_curv.min() < 0  # the section really is nonconvex
lobe_perimeter = lobe_ds.sum()
bending = np.sum(np.where(lobe_curv > 0, lobe_curv**2, 0) * lobe_ds)
sample = qmc.Sobol(3, scramble=True, seed=7).random_base2(16)
phi_s = 2 * pi * sample[:, 1]
edge_r = 1 + 0.25 * np.cos(3 * phi_s)
lobe_points = (np.sqrt(sample[:, 0]) * edge_r)[:, None] * np.stack(
    [np.cos(phi_s), np.sin(phi_s)], axis=1)
lobe_distance = wall_distance(lobe_points, 2 * pi * sample[:, 2], three_lobes(500)[0])
lobe_path = 0.1
lobe_measured = area_deficit(lobe_distance, lobe_path, edge_r**2)
lobe_linear = linear_law(lobe_path, lobe_perimeter, lobe_area)
assert abs(lobe_measured / lobe_linear - 1) < 0.02  # sampling and cubic term
small_path = 0.02
lobe_remainder = short_chord_remainder(
    lobe_xy, lobe_tangent, lobe_ds, lobe_area, small_path, 300)
lobe_cubic = 3 * small_path**3 * bending / (128 * lobe_area)
assert abs(lobe_remainder / lobe_cubic - 1) < 0.04  # next orders and mesh

# --- Sharp corners: square and equilateral triangle of side 1
sample = qmc.Sobol(3, scramble=True, seed=11).random_base2(19)
square = np.array([[0, 0], [1, 0], [1, 1], [0, 1]], float)
triangle = np.array([[0, 0], [1, 0], [0.5, np.sqrt(3) / 2]])
fold = sample[:, :2].copy()
outside = fold.sum(axis=1) > 1
fold[outside] = 1 - fold[outside]
triangle_points = fold @ triangle[1:]
corner_results = []
for points, shape, area, path, angle in (
        (sample[:, :2], square, 1.0, 0.1, pi / 2),
        (triangle_points, triangle, np.sqrt(3) / 4, 0.05, pi / 3)):
    distance = wall_distance(points, 2 * pi * sample[:, 2], shape)
    corners = len(shape)
    found = linear_law(path, corners, area) - area_deficit(distance, path)
    corner_sum = corners * (1 + (pi - angle) / np.tan(angle))
    expected = path**2 * corner_sum / (5 * pi * area)
    assert abs(found / expected - 1) < 0.05  # small difference of sampled values
    for wide_path in (0.3, 1.0, 3.0):
        assert area_deficit(distance, wide_path) < linear_law(wide_path, corners, area)
    corner_results.append((found, expected))

# --- Film with a specular fraction at both walls, thickness 20 free paths
specular, thickness = 0.2, 20.0
gx, gw = np.polynomial.legendre.leggauss(200)
cosine, cosine_w = (gx + 1) / 2, gw / 2
depth, depth_w = (gx + 1) * thickness / 2, gw / 2
start = np.zeros_like(cosine)
for _ in range(60):
    arriving = 1 - (1 - start) * np.exp(-thickness / cosine)
    start = specular * arriving
profile = 1 - (1 - start[:, None]) * np.exp(-depth[None] / cosine[:, None])
film_ratio = 1.5 * np.sum(cosine_w * (1 - cosine**2) * (profile @ depth_w))
film_law = (1 - specular) * linear_law(1.0, 2.0, thickness)
assert abs((1 - film_ratio) / film_law - 1) < 0.01


# --- Random walk through equally spaced planes that reflect a fraction
def plane_walk(reflect, spacing, walkers=40000, total=400.0):
    position = spacing * rng.random(walkers)
    z = np.zeros(walkers)
    mu = 2 * rng.random(walkers) - 1
    left = np.full(walkers, total)
    while left.max() > 0:
        speed = np.maximum(np.abs(mu), 1e-14)
        to_plane = np.where(mu > 0, spacing - position, position) / speed
        flight = rng.exponential(1.0, walkers)
        step = np.minimum(np.minimum(flight, to_plane), left)
        z += mu * step
        position = np.clip(position + mu * step, 0, spacing)
        left -= step
        hit = to_plane <= flight
        back = hit & (rng.random(walkers) < reflect)
        through = hit & ~back
        upward = mu > 0
        position = np.where(back, np.where(upward, spacing, 0.0), position)
        position = np.where(through, np.where(upward, 0.0, spacing), position)
        fresh = 2 * rng.random(walkers) - 1
        mu = np.where(back, -mu, np.where(through, mu, fresh))
    return 3 * np.mean(z**2) / (2 * total)


def plane_ratio(reflect, spacing_over_path):
    return 1 / (1 + 4 * reflect / (3 * (1 - reflect) * spacing_over_path))


plane_found = plane_walk(0.6, 4.0)
plane_expected = plane_ratio(0.6, 4.0)
assert abs(plane_found - plane_expected) < 0.04  # estimate ignores wall layers

# --- Copper line: rough typical inputs, lengths in nm
temperature, hot = 300.0, 380.0
bulk_k, density, resistivity = 400.0, 8.5e28, 1.7e-8
width, height, corner = 500.0, 900.0, 100.0
grain, reflection, liner = 500.0, 0.3, 3.0
lattice_k, spread = 15.0, 0.2
k_fermi = (3 * pi**2 * density) ** (1 / 3)
v_fermi = const.hbar * k_fermi / const.m_e
e_fermi = const.m_e * v_fermi**2 / 2
heat_capacity = pi**2 / 2 * density * const.k**2 * temperature / e_fermi
path = 3 * bulk_k / (heat_capacity * v_fermi) * 1e9
charge_path = const.m_e * v_fermi / (density * const.e**2 * resistivity) * 1e9
perimeter = 2 * (width + height) - (8 - 2 * pi) * corner
area = width * height - (4 - pi) * corner**2
deficit = linear_law(path, perimeter, area)


def copper_wall(count):
    pieces = [width - 2 * corner, pi * corner / 2, height - 2 * corner,
              pi * corner / 2] * 2
    breaks = np.concatenate([[0], np.cumsum(pieces)])
    turn = np.array([0, 0, 1, 1, 2, 2, 3, 3, 4]) * pi / 2
    step = breaks[-1] / count
    s = step * np.arange(count)
    angle = np.interp(s, breaks, turn)
    middle = np.interp(s + step / 2, breaks, turn)
    moves = step * np.stack([np.cos(middle), np.sin(middle)], axis=1)
    xy = np.cumsum(moves, axis=0) - moves
    xy += np.array([corner - width / 2, -height / 2])
    tangent = np.stack([np.cos(angle), np.sin(angle)], axis=1)
    return xy, tangent, np.full(count, step)


coarse = short_chord_remainder(*copper_wall(2000), area, path, 1000)
fine = short_chord_remainder(*copper_wall(4000), area, path, 2000)
cubic = 3 * path**3 * (2 * pi / corner) / (128 * area)
full_deficit = deficit - fine
sample = qmc.Sobol(3, scramble=True, seed=19).random_base2(16)
points = (sample[:, :2] - 0.5) * np.array([width, height])
beyond = np.maximum(np.abs(points) - np.array([width, height]) / 2 + corner, 0)
keep = np.hypot(beyond[:, 0], beyond[:, 1]) < corner
distance = wall_distance(points[keep], 2 * pi * sample[keep, 2], copper_wall(400)[0])
sampled_deficit = area_deficit(distance, path)
assert abs(sampled_deficit / full_deficit - 1) < 0.02  # sampling error
assert abs(fine - coarse) < 0.01 * deficit

grain_loss = 1 - plane_ratio(reflection, grain / path)
hot_path = path * temperature / hot
hot_deficit = linear_law(hot_path, perimeter, area)
two_paths = path * np.array([1 - spread, 1 + spread])
mean_path = np.sum(two_paths**2) / np.sum(two_paths)

print(f"round wire, L/radius: {walk_path:.2f}")
print(f"  k/k0 random walk: {walk_ratio:.3f}")
print(f"  k/k0 linear law: {round_linear:.4f}")
print(f"  k/k0 with cubic term: {round_cubic:.4f}")
print(f"three-lobed section: P = {lobe_perimeter:.4f}, A = {lobe_area:.4f}")
print(f"  deficit at L = {lobe_path}: area average {lobe_measured:.5f}")
print(f"  deficit, linear law: {lobe_linear:.5f}")
print(f"  remainder at L = {small_path}: wall pairs {lobe_remainder:.3e}")
print(f"  remainder, cubic formula: {lobe_cubic:.3e}")
for name, (found, expected) in zip(("square", "triangle"), corner_results):
    print(f"{name} corner term: found {found:.5f}, formula {expected:.5f}")
print(f"film d/L = {thickness:.0f}, specular fraction {specular:.1f}")
print(f"  deficit {1-film_ratio:.5f}, law {film_law:.5f}")
print(f"planes, R = 0.6, spacing/L = 4: walk {plane_found:.3f}")
print(f"  series-resistance estimate: {plane_expected:.3f}")
print("COPPER LINE (rough typical inputs)")
print(f"temperature: {temperature:.0f} K")
print(f"bulk conductivity: {bulk_k:.0f} W/(m K)")
print(f"electron density: {density:.2e} m^-3")
print(f"width, height, corner radius: {width:.0f}, {height:.0f}, {corner:.0f} nm")
print(f"Fermi velocity: {v_fermi:.3e} m/s")
print(f"Fermi energy: {e_fermi/const.e:.2f} eV")
print(f"electron heat capacity: {heat_capacity:.3e} J/(m^3 K)")
print(f"heat free path: {path:.1f} nm")
print(f"perimeter: {perimeter:.1f} nm")
print(f"area: {area:.0f} nm^2")
print(f"perimeter/area: {perimeter/area:.6f} nm^-1")
print(f"reduction, linear law: {100*deficit:.2f} %")
print(f"line conductivity: {bulk_k*(1-deficit):.1f} W/(m K)")
print(f"remainder, wall pairs: {100*fine:.4f} %")
print(f"remainder, cubic formula: {100*cubic:.4f} %")
print(f"remainder shift on mesh doubling: {100*(fine-coarse):.1e} %")
print(f"reduction with remainder: {100*full_deficit:.2f} %")
print(f"reduction, area sampling: {100*sampled_deficit:.2f} %")
print("NEGLECTED EFFECTS")
print(f"grain length {grain:.0f} nm, reflected fraction {reflection:.1f}")
print(f"  grain-boundary reduction: {100*grain_loss:.2f} %")
print(f"wall reduction if specular fraction {specular:.1f}: "
      f"{100*(1-specular)*deficit:.2f} %")
print(f"at {hot:.0f} K: path {hot_path:.1f} nm, reduction {100*hot_deficit:.2f} %")
print(f"resistivity: {resistivity*1e8:.1f} microohm cm")
print(f"  charge free path: {charge_path:.1f} nm")
print(f"  reduction with charge path: "
      f"{100*linear_law(charge_path, perimeter, area):.2f} %")
print(f"lattice conductivity: {lattice_k:.0f} W/(m K)")
print(f"  share of bulk conductivity: {100*lattice_k/bulk_k:.1f} %")
print(f"two equal groups, paths +/-{100*spread:.0f} %: "
      f"reduction {100*linear_law(mean_path, perimeter, area):.2f} %")
print(f"liner {liner:.0f} nm: area lost {100*liner*perimeter/area:.2f} %")
print("no test failed")
```

Printed output:

```
round wire, L/radius: 0.50
  k/k0 random walk: 0.809
  k/k0 linear law: 0.8125
  k/k0 with cubic term: 0.8184
three-lobed section: P = 7.1004, A = 3.2398
  deficit at L = 0.1: area average 0.04105
  deficit, linear law: 0.04109
  remainder at L = 0.02: wall pairs 7.889e-07
  remainder, cubic formula: 7.911e-07
square corner term: found 0.00255, formula 0.00255
triangle corner term: found 0.00243, formula 0.00244
film d/L = 20, specular fraction 0.2
  deficit 0.01500, law 0.01500
planes, R = 0.6, spacing/L = 4: walk 0.654
  series-resistance estimate: 0.667
COPPER LINE (rough typical inputs)
temperature: 300 K
bulk conductivity: 400 W/(m K)
electron density: 8.50e+28 m^-3
width, height, corner radius: 500, 900, 100 nm
Fermi velocity: 1.575e+06 m/s
Fermi energy: 7.05 eV
electron heat capacity: 2.124e+04 J/(m^3 K)
heat free path: 35.9 nm
perimeter: 2628.3 nm
area: 441416 nm^2
perimeter/area: 0.005954 nm^-1
reduction, linear law: 4.01 %
line conductivity: 384.0 W/(m K)
remainder, wall pairs: 0.0138 %
remainder, cubic formula: 0.0154 %
remainder shift on mesh doubling: 2.9e-06 %
reduction with remainder: 3.99 %
reduction, area sampling: 4.00 %
NEGLECTED EFFECTS
grain length 500 nm, reflected fraction 0.3
  grain-boundary reduction: 3.94 %
wall reduction if specular fraction 0.2: 3.20 %
at 380 K: path 28.3 nm, reduction 3.16 %
resistivity: 1.7 microohm cm
  charge free path: 38.7 nm
  reduction with charge path: 4.32 %
lattice conductivity: 15 W/(m K)
  share of bulk conductivity: 3.8 %
two equal groups, paths +/-20 %: reduction 4.17 %
liner 3 nm: area lost 1.79 %
no test failed
```
